# Thickness fluctuations and direct tunnelling through a thin silica film

## The problem

An electron in silicon meets a thin film of silicon dioxide whose barrier lies well above its energy. A uniform film of thickness $d$ transmits it with probability

$$T(d)=C\,e^{-2\kappa d}.$$

Here $\kappa$ is the decay constant of the wave's amplitude, so the probability decays at the rate $2\kappa$. A real film is not uniform. Let its local thickness be Gaussian over the gate area, with mean $d_0$ and rms deviation $\sigma$, and let each place transmit as a uniform film of the local thickness would. Take $\kappa$ and $C$ to be the same everywhere.

Use $\kappa=5.9\ \mathrm{nm^{-1}}$, $\sigma=0.10$ nm and $d_0=1.5$ nm. Lengths are in nm and energies in eV.

1. Find the ratio $R=\langle T\rangle/T(d_0)$, first in general and then for these numbers. Which $\sigma$ would make it equal to 2?
2. Which thicknesses carry the transmission, and what fraction of the area carries half of it?
3. Justify treating $C$ as independent of $d$.
4. How far does $R$ move if the distribution is not quite Gaussian, if the wave spreads sideways in the oxide, or if $\kappa$ is uncertain?

## Hints

**For 1.** Write $d=d_0+u$. The exponent under the integral is quadratic in $u$, so complete the square. Before expanding the exponential for small roughness, look at the size of $2\kappa\sigma$.

**For 2.** The integrand, once normalized, is the distribution of thickness weighted by transmission.

**For 3.** Match the wave at the two faces. At the first face, the wave returning from the second is very small.

**For 4.** For sideways spreading, resolve the wave in the oxide into lateral wave numbers $q$. A component with larger $q$ decays faster.

## Solution

### 1. The mean transmission

The constant $C$ cancels in the ratio. With $d=d_0+u$,

$$R=\frac{1}{\sigma\sqrt{2\pi}}\int_{-\infty}^{\infty}e^{-2\kappa u}\,e^{-u^2/2\sigma^2}\,du .$$

To complete the square, expand

$$\frac{(u+2\kappa\sigma^2)^2}{2\sigma^2}=\frac{u^2}{2\sigma^2}+2\kappa u+2\kappa^2\sigma^2 ,$$

and rearrange:

$$-\frac{u^2}{2\sigma^2}-2\kappa u=-\frac{(u+2\kappa\sigma^2)^2}{2\sigma^2}+2\kappa^2\sigma^2 .$$

The last term is constant and leaves the integral as a factor. What remains is a normalized Gaussian with a shifted centre, which integrates to one. Therefore

$$\boxed{R=e^{2\kappa^2\sigma^2}}$$

The mean thickness has dropped out. The sign of the exponent is positive because thin places gain more transmission than equally common thick places lose.

For the given numbers $\kappa\sigma=0.59$, and

$$2\kappa^2\sigma^2=2(0.59)^2=0.696,\qquad R=e^{0.696}=2.01 .$$

Apart from $C$, the transmission rises from $e^{-17.7}=2.06\times10^{-8}$ to $4.12\times10^{-8}$. A roughness of 0.1 nm, one fifteenth of the thickness, doubles the mean.

Setting $R=2$ gives $2\kappa^2\sigma^2=\ln 2$, so

$$\sigma=\frac{1}{\kappa}\sqrt{\frac{\ln2}{2}}=0.0998\ \mathrm{nm}.$$

An expansion to second order in $u$ would give $1+2\kappa^2\sigma^2=1.70$, which is too small. The expansion parameter is $2\kappa\sigma=1.18$, not $\sigma/d_0$: the roughness must be compared with the decay length of the probability, not with the thickness.

The integral formally includes negative thickness, where the model has no meaning. That region supplies a share of about $10^{-43}$ of the result and can be ignored here. It would matter if $d_0-2\kappa\sigma^2$ were only a few $\sigma$ above zero.

### 2. Where the electrons pass

The completed square shows that the transmission-weighted distribution of $u$ is again a Gaussian of rms $\sigma$, now centred at $-2\kappa\sigma^2$. The mean thickness seen by transmitted electrons is

$$d_0-2\kappa\sigma^2=1.5-2(5.9)(0.01)=1.382\ \mathrm{nm}.$$

A Gaussian is symmetric about its centre, so half of the transmission passes through places thinner than this. In the original distribution these places lie more than $2\kappa\sigma^2$ below the mean, which is $2\kappa\sigma=1.18$ standard deviations. With $\Phi$ the cumulative normal distribution, their share of the area is

$$\Phi(-2\kappa\sigma)=\Phi(-1.18)=11.9\,\% .$$

A different length answers the question of which uniform film would transmit as much as the rough one. Setting $e^{-2\kappa d_{\rm eq}}=e^{-2\kappa d_0+2\kappa^2\sigma^2}$ gives

$$d_{\rm eq}=d_0-\kappa\sigma^2=1.441\ \mathrm{nm}.$$

The shift is half the previous one. Places of thickness $d_0-2\kappa\sigma^2$ transmit more than a film of thickness $d_{\rm eq}$, but they cover only part of the area. Within this model, a thickness inferred from the mean transmission by assuming a uniform film would be 0.059 nm too small.

The average also requires a gate large enough to sample the thin places. Replacing $\kappa$ by $2\kappa$ in the boxed result gives $\langle T^2\rangle=T(d_0)^2e^{8\kappa^2\sigma^2}$, so the relative variance of a single patch is

$$\frac{\langle T^2\rangle}{\langle T\rangle^2}-1=e^{8\kappa^2\sigma^2-4\kappa^2\sigma^2}-1=R^2-1=3.02 .$$

For $N$ independent patches the relative rms scatter between gates is $\sqrt{3.02/N}$. Bringing it down to 5 % takes about 1200 patches.

### 3. The prefactor

Take a rectangular barrier with silicon on both sides. Let $k$ be the wave number in silicon, and let $m_s$ and $m_o$ be the effective masses in silicon and oxide. The wave is

- $e^{ikx}+r\,e^{-ikx}$ before the oxide,
- $A\,e^{-\kappa x}+B\,e^{\kappa(x-d)}$ inside it,
- $t\,e^{ik(x-d)}$ beyond it.

At each face $\psi$ and $\psi'/m$ are continuous; the second condition conserves the current. Define $v=k/m_s$ and $w=\kappa/m_o$.

At $x=0$ the term in $B$ carries a factor $e^{-\kappa d}$. Since $B$ is itself of order $e^{-\kappa d}$, dropping this term makes a relative error of order $e^{-2\kappa d}$. Then

$$1+r=A,\qquad iv(1-r)=-wA .$$

Substituting $r=A-1$ gives $iv(2-A)=-wA$, hence $A=2iv/(iv-w)$.

At $x=d$,

$$Ae^{-\kappa d}+B=t,\qquad w(B-Ae^{-\kappa d})=ivt .$$

Eliminating $B=t-Ae^{-\kappa d}$ gives $w(t-2Ae^{-\kappa d})=ivt$, so

$$t=\frac{2w}{w-iv}\,A\,e^{-\kappa d}.$$

The material is the same on both sides, so $T=|t|^2$:

$$T=\frac{4w^2}{v^2+w^2}\,\frac{4v^2}{v^2+w^2}\,e^{-2\kappa d},\qquad C=\frac{16v^2w^2}{(v^2+w^2)^2}.$$

This $C$ contains no thickness. For an electron 0.10 eV above the silicon band edge, with $m_s=0.92$ and $m_o=0.42$ electron masses, $C=0.225$. Solving the four matching equations without dropping any term, and averaging the result over the Gaussian, again gives $R=2.006$.

### 4. How firm is the factor of two?

Each change below is made alone, with the other settings held fixed.

**Shape of the distribution.** Suppose the film has two equally common thicknesses, $d_0\pm\sigma$. Its mean and rms are unchanged, but

$$R=\tfrac12\left(e^{-2\kappa\sigma}+e^{2\kappa\sigma}\right)=\cosh(2\kappa\sigma)=\cosh(1.18)=1.78 .$$

This agrees with the Gaussian result to second order in $\kappa\sigma$ and falls below it beyond that order. The rms alone therefore does not fix $R$ when $2\kappa\sigma$ is of order one. Cutting the Gaussian at three $\sigma$ on either side, and normalizing again, gives 1.94. That loss comes from removing rare thin places.

**Sideways spreading.** Let the lower face have height $h(\mathbf x)$ about its mean plane, with zero mean and rms $\sigma$, and let the upper face be flat at $z=d_0$. The local thickness is $d_0-h$. Assume that the wave has unit amplitude all along the lower face. In the oxide it obeys $\nabla^2\psi=\kappa^2\psi$, so

$$\psi=\sum_{\mathbf q}a_{\mathbf q}\,e^{i\mathbf q\cdot\mathbf x}e^{-z\sqrt{\kappa^2+q^2}},\qquad \sqrt{\kappa^2+q^2}\simeq\kappa+\frac{q^2}{2\kappa}\quad(q\ll\kappa).$$

On $z=h$ the small term $q^2h/2\kappa$ may be dropped for gentle slopes. The condition $\psi=1$ then reads

$$\sum_{\mathbf q}a_{\mathbf q}e^{i\mathbf q\cdot\mathbf x}=e^{\kappa h(\mathbf x)} .$$

At the upper face the intensity in component $\mathbf q$, relative to a flat film, is $|a_{\mathbf q}|^2e^{-q^2d_0/\kappa}$. Assume that all components are collected equally well.

The mean of $|a_{\mathbf q}|^2$ is the Fourier transform of the correlation $\langle e^{\kappa h(0)}e^{\kappa h(\mathbf r)}\rangle$. Multiplying it by $e^{-q^2s^2/2}$, with $s^2=2d_0/\kappa$, and summing over $\mathbf q$ averages that correlation over a Gaussian distribution of $\mathbf r$ with variance $s^2$ along each axis.

Let $\langle h(0)h(\mathbf r)\rangle=\sigma^2e^{-r^2/L^2}$. The sum $h(0)+h(\mathbf r)$ is Gaussian with variance $2\sigma^2(1+e^{-r^2/L^2})$. The integral of part 1 says that $\langle e^{\kappa g}\rangle=e^{\kappa^2\langle g^2\rangle/2}$ for a Gaussian $g$ of zero mean, so

$$R_L=\left\langle \exp\!\left[\kappa^2\sigma^2\left(1+e^{-r^2/L^2}\right)\right]\right\rangle_{\mathbf r}.$$

For $L\gg s$ the inner exponential is one and $R_L$ returns to $e^{2\kappa^2\sigma^2}$. As far as spreading in the oxide is concerned, the local picture therefore needs roughness that is smooth over $s=\sqrt{2(1.5)/5.9}=0.71$ nm. For $L=2$ nm the average is $R_L=1.87$, about 7 % below the local value. The last digit is not firm: solving the same boundary problem without the small-$q$ approximations raises it by about 1.5 %, to 1.90, or 5 % below the local value.

The dropped terms were tested on roughness that varies along one direction only. There the formula predicts 0.964 of the local value. A numerical solution of the same boundary problem for 2000 random profiles, without the two small-$q$ approximations, gives 0.972. The difference of 0.008 is comparable with the mean square slope $2\sigma^2/L^2=0.005$, the size expected of a gentle-slope approximation. This tests the spreading, but not the assumptions of unit amplitude and equal collection.

Equal collection is doubtful for an electron only 0.10 eV above the band edge. A component travels on in the upper silicon only if its lateral energy $\hbar^2q^2/2m_t$ is below 0.10 eV. With a lateral mass $m_t$ of 0.19 electron masses this means $q<0.71\ \mathrm{nm^{-1}}$, while roughness with $L=2$ nm produces $q$ of order $2/L=1\ \mathrm{nm^{-1}}$. The value 1.87 therefore describes spreading in the oxide alone. The electrodes lower $R$ by more than the spreading does. Collecting only the components with $q<0.71\ \mathrm{nm^{-1}}$ takes 1.87 down to about 1.6. For roughness along one direction, matching the waves at the rough face with silicon on both sides gives about 0.83 of the local value at $L=2$ nm and 0.98 at $L=6$ nm. The local picture therefore also needs roughness that is smooth on the scale $1/q$ set by the lateral wave number in silicon, which here is the stricter condition.

**The decay constant.** At fixed $\sigma$, lowering $\kappa$ by 10 % gives $R=1.76$ and raising it by 10 % gives 2.32. These are illustrations of sensitivity, not error bounds. Temperature has a much smaller effect on the ratio. Since $\kappa^2$ is proportional to the barrier height seen by the electron, an extra energy $k_BT=0.026$ eV at 300 K reduces the exponent by the fraction $0.026/3.15$, and $R$ becomes 1.995.

### The real case

The thickness of 1.5 nm is in the range of the thinnest silicon dioxide gate films used in logic transistors. A barrier of 3.15 eV and an oxide mass of 0.42 electron masses are rough typical values, and $\kappa=\sqrt{2m_o\phi}/\hbar$ then gives $5.89\ \mathrm{nm^{-1}}$, with $\phi$ measured from the electron's energy. Fitted oxide masses depend on the dispersion assumed in the gap: a parabolic mass of 0.30, or a mass of 0.42 in the two-band form $\kappa^2=2m_o\phi(1-\phi/E_g)/\hbar^2$ with $E_g=9$ eV, gives $\kappa$ of 5.0 or $4.8\ \mathrm{nm^{-1}}$ and $R$ of about 1.6, outside the 10 % range considered above. An rms of 0.1 nm describes a smooth film; a few tenths of a nanometre is also plausible, and there the formula fails as a prediction. At $\sigma=0.3$ nm, 7 % of its result comes from negative thickness, and $R$ is about 530 for the full Gaussian, 155 for a Gaussian cut at three $\sigma$ and 17 for two thicknesses. A working device has a voltage across the oxide; in the WKB estimate of variation B, which keeps only the exponent, 1 V lowers $R$ to 1.79. The model also leaves out image forces, tunnelling through defects and the spread of electron energies, so 2.0 is the result of an ideal model and not a measured ratio of gate currents.

## Variation A: both interfaces are rough

Let the lower and upper faces have jointly Gaussian heights $h_1$ and $h_2$, with rms values $\sigma_1$ and $\sigma_2$ and correlation coefficient $\rho$ at the same lateral position. What is $R$ in the local picture?

**Solution.** The thickness is $d_0+h_2-h_1$, which is Gaussian with variance

$$\sigma^2=\langle(h_2-h_1)^2\rangle=\sigma_1^2+\sigma_2^2-2\rho\sigma_1\sigma_2 .$$

This $\sigma$ enters $R=e^{2\kappa^2\sigma^2}$. For two independent faces of 0.1 nm rms each, $\sigma^2$ doubles and the factor is squared: $R=2.006^2=4.02$. For $\rho=\tfrac12$ the variance is that of a single face, and $R$ is again 2.01. For $\rho=1$ these two equally rough faces run parallel, the thickness is constant and $R=1$. The roughness of one interface therefore does not determine the enhancement: the rms of the other and the correlation between the two are needed as well.

## Variation B: a voltage across the oxide

A voltage drop $V=1$ V, the same at every place, tilts the barrier of height $\phi=3.15$ eV. Find $R$ in the WKB approximation, keeping only the exponent.

**Solution.** At depth $z$ the barrier is $\phi-eVz/d$, and the local decay constant scales as its square root. With $\beta=eV/\phi<1$ and $z=yd$, the exponent is

$$2\kappa\int_0^d\sqrt{1-\frac{\beta z}{d}}\,dz=2\kappa d\int_0^1\sqrt{1-\beta y}\,dy=2\bar\kappa d,\qquad \bar\kappa=\kappa\,\frac{2}{3\beta}\left[1-(1-\beta)^{3/2}\right].$$

It is still proportional to $d$, because $V$ rather than the field is held fixed. The Gaussian average therefore goes through with $\kappa$ replaced by $\bar\kappa$. Here $\beta=1/3.15=0.317$ and $\bar\kappa=5.40\ \mathrm{nm^{-1}}$, so

$$R=e^{2(5.40)^2(0.01)}=1.79 .$$

The tilt lowers the average barrier, and a slower decay makes the transmission less sensitive to thickness. The field at the mean thickness is $1\ \mathrm V/1.5\ \mathrm{nm}=6.7$ MV/cm, high but below the rough scale of 10 MV/cm at which silica breaks down. For $eV>\phi$ the electron leaves the barrier before it reaches the far face, and the formula for $\bar\kappa$ above does not apply. The integral over $y$ then stops at $y=1/\beta$, where the root vanishes, and equals $2/(3\beta)$. The exponent is still proportional to $d$ at fixed $V$, now with $\bar\kappa=2\kappa/(3\beta)$. In a film of 1.5 nm this case would need a field above 21 MV/cm, well beyond the rough breakdown scale. Staying below 10 MV/cm would take a film thicker than about 3 nm.

Most of the values used above are collected in the numerical output.

## Values computed for the example and the checks

```
INPUTS (rough typical values for a thin gate oxide)
decay constant kappa = 5.9 /nm
thickness rms sigma = 0.10 nm
mean thickness d0 = 1.50 nm
barrier height = 3.15 eV
oxide mass = 0.42 electron masses
kappa from barrier and mass = 5.893 /nm
MAIN RESULT
kappa*sigma = 0.590 (no unit)
exponent 2 kappa^2 sigma^2 = 0.6962 (no unit)
exp(-2 kappa d0) = 2.056e-08 (no unit)
mean of exp(-2 kappa d) = 4.124e-08 (no unit)
ratio by quadrature = 2.0061 (no unit)
ratio by formula = 2.0061 (no unit)
second-order expansion = 1.6962 (no unit)
sigma for exact doubling = 0.09978 nm
WHERE THE ELECTRONS PASS
mean thickness seen by them = 1.382 nm
equivalent uniform thickness = 1.441 nm
area carrying half of transmission = 11.9 %
ratio, two independent interfaces = 4.024 (no unit)
WAVE MATCHING AT THE BARRIER
silicon mass = 0.92 electron masses
electron energy in silicon = 0.10 eV
prefactor C = 0.225 (no unit)
ratio with full matching = 2.0061 (no unit)
NEGLECTED EFFECTS
voltage drop = 1.0 V
oxide field = 6.67 MV/cm
kappa averaged over tilted barrier = 5.403 /nm
ratio under bias = 1.793 (no unit)
ratio, Gaussian cut at 3 sigma = 1.942 (no unit)
ratio, two thicknesses d0 +- sigma = 1.781 (no unit)
share from negative thickness = 9.7e-44 (no unit)
lateral correlation length = 2.0 nm
lateral spread sqrt(2 d0/kappa) = 0.713 nm
mean square slope = 0.0050 (no unit)
ridges: reduction, estimate = 0.964 (no unit)
ridges: reduction, solved = 0.972 (no unit)
ratio with lateral spreading = 1.872 (no unit)
ratio, kappa 10 % lower = 1.758 (no unit)
ratio, kappa 10 % higher = 2.322 (no unit)
thermal energy at 300 K = 0.0259 eV
ratio, electron kT higher = 1.995 (no unit)
```
